# Parameter gradients of self-consistent energies, densities and orbital eigenvalues, part 1

(Sections cited here and not found follow in the second part.)

## First half: the energy and its parameters

A semilocal exchange–correlation functional contains numerical parameters. Gradient-based fitting requires knowing how computed properties change when the parameters change. The difficulty is that the self-consistent density changes too. The problem below separates these two effects, first for the energy and then for other properties.

Hartree atomic units are used. The system is a closed-shell molecule with fixed nuclei, real orbitals and integer occupations. The orbitals are expanded in fixed real basis functions $\chi_r$ with overlap matrix $S$. Indices $r,s$ label basis functions, $i,j$ occupied orbitals, $a,b$ virtual orbitals, and $p$ any orbital. Column $C_p$ holds the coefficients of orbital $p$, and $C_p^TSC_q=\delta_{pq}$. The density matrix and density are

$$P=2\sum_i C_iC_i^T,\qquad n(\mathbf r)=\sum_{rs}P_{rs}\chi_r(\mathbf r)\chi_s(\mathbf r).$$

The factor 2 counts both spins. With $\sigma=|\nabla n|^2$, the energy is

$$E(P;\theta)=\mathrm{Tr}(Ph)+\tfrac12\mathrm{Tr}(PJ[P])+E_{xc}[n;\theta]+E_{nn},$$

$$J[P]_{rs}=\sum_{tu}(rs|tu)P_{tu},\qquad E_{xc}=\int e(n,\sigma;\theta)\,d\mathbf r .$$

Here $h$ contains the kinetic energy and nuclear attraction, $(rs|tu)$ is a Coulomb integral, and $E_{nn}$ is the nuclear repulsion. The function $e$ is assumed smooth in all its arguments where it is used. If the integral is replaced by a sum on a fixed grid, that sum defines a discrete energy, and the derivations below apply to it without change.

### (a) Find the matrix $F$ for which $\delta E=\mathrm{Tr}(F\,\delta P)$ at fixed $\theta$.

**Solution.** Take a small symmetric change $\delta P$. The one-electron term changes by $\mathrm{Tr}(h\,\delta P)$. The Coulomb term is quadratic in $P$, so the product rule gives

$$\tfrac12\mathrm{Tr}(\delta P\,J[P])+\tfrac12\mathrm{Tr}(P\,J[\delta P])
=\mathrm{Tr}(J[P]\delta P).$$

The two terms are equal because $(rs|tu)=(tu|rs)$.

For the last term, $\delta n=\sum_{rs}\delta P_{rs}\chi_r\chi_s$. To first order,

$$\delta\sigma=|\nabla n+\nabla\delta n|^2-|\nabla n|^2
=2\nabla n\cdot\nabla\delta n .$$

Writing partial derivatives of $e$ as subscripts, we obtain

$$\delta E_{xc}=\int\left[e_n\,\delta n+2e_\sigma\nabla n\cdot\nabla\delta n\right]d\mathbf r .$$

Inserting the expansion of $\delta n$ identifies the matrix multiplying $\delta P$:

$$F=h+J[P]+V_{xc},$$

$$(V_{xc})_{rs}=\int\left[e_n\chi_r\chi_s+2e_\sigma\nabla n\cdot\nabla(\chi_r\chi_s)\right]d\mathbf r .$$

This is the Kohn–Sham matrix. No further spin factor appears, since $P$ already contains it.

### (b) Which changes of $P$ are allowed, and what condition makes $E$ stationary?

**Solution.** The occupied orbitals must remain orthonormal. Their most general first-order change is

$$\delta C_i=\sum_jC_jX_{ji}+\sum_aC_aU_{ai}.$$

Differentiating $C_j^TSC_i=\delta_{ji}$ gives $X_{ij}+X_{ji}=0$. The change of the density matrix is

$$\delta P=2\sum_i(\delta C_iC_i^T+C_i\delta C_i^T).$$

Its occupied–occupied part is $2\sum_{ij}X_{ji}(C_jC_i^T+C_iC_j^T)$. The first factor is antisymmetric under exchange of $i$ and $j$, and the bracket is symmetric, so the sum is zero. Rotations among equally occupied orbitals do not change the density. What remains is

$$\delta P=2\sum_{ai}U_{ai}(C_aC_i^T+C_iC_a^T).$$

For a symmetric matrix $A$, define $A_{ai}=C_a^TAC_i$. Each of the two terms in the bracket contributes $A_{ai}$ to the trace. Therefore

$$\mathrm{Tr}(A\,\delta P)=4\sum_{ai}A_{ai}U_{ai}.$$

The factor 4 is 2 from double occupation times 2 from the transpose. Setting $A=F$ gives the energy change. The numbers $U_{ai}$ are independent, so the energy is stationary when

$$F_{ai}=0\quad\text{for every virtual–occupied pair}.$$

The occupied and virtual blocks of $F$ can then be diagonalized separately, which gives the Kohn–Sham equations $FC_p=\varepsilon_pSC_p$. Stationarity does not require the total matrix $F$ to vanish. It requires its projection on the allowed changes to vanish.

### (c) Find the derivative of the self-consistent energy with respect to a parameter.

**Solution.** Let $P(\theta)$ be a differentiable branch of stationary solutions, and define $E(\theta)=E(P(\theta);\theta)$. Part (f) will give a sufficient condition for the branch to exist. The energy depends on $\theta$ in two ways, explicitly and through $P$:

$$\frac{dE}{d\theta}=\left.\frac{\partial E}{\partial\theta}\right|_P
+\mathrm{Tr}\!\left(F\frac{dP}{d\theta}\right).$$

Because the basis and its overlap are fixed, $dP/d\theta$ has the form found in (b). If its virtual–occupied amplitudes are $U_{ai}$, the second term is $4\sum F_{ai}U_{ai}$. Every $F_{ai}$ is zero, so this term vanishes even though the density does change. At fixed $P$, the quantities $h$, $J[P]$ and $E_{nn}$ do not depend on $\theta$. Hence

$$\boxed{\frac{dE}{d\theta}
=\left.\frac{\partial E_{xc}}{\partial\theta}\right|_n
=\int e_\theta(n,\sigma;\theta)\,d\mathbf r .}$$

There is a second way to see this when the solution is the global minimum. The old density matrix is an allowed trial matrix at the new parameter value, so

$$E(\theta+\delta)\le E(P(\theta);\theta+\delta)
=E(\theta)+\delta\int e_\theta\,d\mathbf r+O(\delta^2).$$

For positive $\delta$, division by $\delta$ bounds the derivative from above. For negative $\delta$, division reverses the inequality and bounds it from below by the same integral. If the derivative exists, it must equal that integral. The proof by stationarity also covers stationary solutions that are not global minima.

A basis that depended on $\theta$ would violate the assumptions. Then $h$, the Coulomb integrals, the products $\chi_r\chi_s$ and the orthonormality condition would all change explicitly, and their derivatives would in general have to be included. Their combined contribution to the energy derivative vanishes if the energy is also stationary with respect to the basis parameters.

The result extends to energy differences. If a reaction energy is a fixed linear combination of separately converged energies, its derivative is the same combination of explicit derivatives. A smooth loss built from such energies needs no density response for its gradient either, by the ordinary chain rule.

### (d) Work out the explicit derivatives for PBE and evaluate them for water.

The exchange part is $e_x=e_x^{\rm LDA}F_x$, with

$$e_x^{\rm LDA}=-\frac{3k_F}{4\pi}n,\quad k_F=(3\pi^2n)^{1/3},\quad
s^2=\frac{\sigma}{4k_F^2n^2},$$

$$F_x=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa}.$$

The gradient part of correlation is $nH$, where

$$H=\gamma\ln(1+Y),\qquad
Y=\frac{\beta t^2}{\gamma}\frac{1+y}{1+y+y^2},$$

$$t^2=\frac{\pi\sigma}{16k_Fn^2},\qquad
y=At^2,\qquad
A=\frac{\beta/\gamma}{e^{-\varepsilon_c/\gamma}-1}.$$

Here $\gamma=(1-\ln2)/\pi^2$, and $\varepsilon_c(n)<0$ is the Perdew–Wang correlation energy per electron of the uniform gas. Treat $\kappa$, $\mu$ and $\beta$ as independent, although PBE itself ties $\mu$ to $\beta$.

**Solution.** Differentiating the last term of $F_x$ with respect to $\mu$ gives

$$\frac{\partial F_x}{\partial\mu}
=\kappa\frac{s^2/\kappa}{(1+\mu s^2/\kappa)^2}
=\frac{s^2}{(1+\mu s^2/\kappa)^2}.$$

For $\kappa$, first rewrite the enhancement factor as $F_x=1+\kappa-\kappa^2/(\kappa+\mu s^2)$. Then

$$\begin{aligned}
\frac{\partial F_x}{\partial\kappa}
&=1-\frac{2\kappa(\kappa+\mu s^2)-\kappa^2}{(\kappa+\mu s^2)^2}\\
&=\frac{(\kappa+\mu s^2)^2-2\kappa(\kappa+\mu s^2)+\kappa^2}{(\kappa+\mu s^2)^2}\\
&=\left(\frac{\mu s^2}{\kappa+\mu s^2}\right)^2 .
\end{aligned}$$

The last numerator is the square of $(\kappa+\mu s^2)-\kappa$. Both derivatives are nonnegative and multiply the negative $e_x^{\rm LDA}$. Raising either parameter therefore lowers the energy at fixed density, or leaves it unchanged where the gradient vanishes.

For $\beta$, put $w=1/(e^{-\varepsilon_c/\gamma}-1)$. This is positive and independent of $\beta$. Since $A=\beta w/\gamma$, we have $\beta t^2/\gamma=y/w$ and

$$Y=\frac1w\frac{y+y^2}{1+y+y^2}
=\frac1w\left(1-\frac1{1+y+y^2}\right).$$

Also $\partial y/\partial\beta=y/\beta$. The chain rule gives

$$\frac{\partial H}{\partial\beta}
=\frac{\gamma}{1+Y}\frac1w\frac{1+2y}{(1+y+y^2)^2}\frac{y}{\beta}
=\frac{t^2(1+2y)}{(1+Y)(1+y+y^2)^2},$$

where $\gamma y/(w\beta)=t^2$ was used. This is nonnegative, so raising $\beta$ makes the correlation energy less negative at fixed density. In summary, the integrands $e_\theta$ are $e_x^{\rm LDA}\partial_\kappa F_x$, $e_x^{\rm LDA}\partial_\mu F_x$ and $n\,\partial_\beta H$.

The numerical case is water with oxygen at the origin and hydrogens at $(\pm0.76,0,0.59)$ Å, a chosen geometry. The level is PBE/6-31G* with five spherical $d$ functions, on a grid of 10128 points. (With six Cartesian $d$ functions the basis has 19 functions instead of 18 and the energy is 0.002 Ha lower.) The parameters are $\kappa=0.804$, $\mu=0.219515$ and $\beta=0.066725$, and the self-consistent energy is $-76.32004$ Ha. The small basis and grid define a computed model, so its numbers are neither basis-limit nor experimental values. A finer grid moves the energy by $2\times10^{-5}$ Ha and the derivatives below by up to $6\times10^{-5}$ Ha. The aug-cc-pVDZ basis lowers the energy by 0.039 Ha and moves these derivatives by up to 0.004 Ha.

| Parameter | $dE/d\theta$ (Ha) |
|---|---:|
| $\kappa$ | $-0.19214$ |
| $\mu$ | $-3.01094$ |
| $\beta$ | $+2.18118$ |

The signs are those derived above. As a test, each parameter was displaced, the density was reconverged, and the energies were differentiated numerically. The largest disagreement with the explicit integrals is $1.3\times10^{-7}$ Ha per unit parameter. For an increase of $\mu$ by 0.01, the first-order energy change is $-3.01094\times0.01=-0.0301$ Ha.

### (e) How accurate is the explicit gradient when the density is not fully converged?

**Solution.** Add a small virtual component to every occupied orbital:

$$C_i(t)=C_i+t\sum_aC_au_{ai},$$

and then restore orthonormality. The added vectors are orthogonal to all occupied orbitals, so the overlap matrix of the trial orbitals differs from the identity only at order $t^2$. Thus $P(t)=P+tP_1+O(t^2)$, where $P_1$ is an allowed change with amplitudes $u_{ai}$.

The energy error has no linear term:

$$E(t)-E(0)=t\,\mathrm{Tr}(FP_1)+O(t^2)=O(t^2).$$

The explicit gradient is another function of $P$. Define its derivative matrix by

$$G_\theta=\left.\frac{\partial F}{\partial\theta}\right|_P,\quad
(G_\theta)_{rs}=\int\left[e_{n\theta}\chi_r\chi_s
+2e_{\sigma\theta}\nabla n\cdot\nabla(\chi_r\chi_s)\right]d\mathbf r .$$

Equality of mixed derivatives shows that the first-order change of $\partial E_{xc}/\partial\theta$ is $\mathrm{Tr}(G_\theta\delta P)$. Its error is therefore

$$t\,\mathrm{Tr}(G_\theta P_1)+O(t^2)
=4t\sum_{ai}(G_\theta)_{ai}u_{ai}+O(t^2).$$

Stationarity sets $F_{ai}$ to zero, not $(G_\theta)_{ai}$, so this error is in general linear.

The size of the linear term depends on the direction $u$, and it vanishes when $\sum_{ai}(G_\theta)_{ai}u_{ai}=0$. For water, $u$ was taken along the first-order response of the orbitals to $\mu$, which part (f) shows how to compute, and scaled to $\sum u_{ai}^2=1$. Two amplitudes were used:

| $t$ | energy error (Ha) | error of $dE/d\mu$ (Ha) |
|---|---:|---:|
| $10^{-3}$ | $3.418\times10^{-6}$ | $-4.833\times10^{-4}$ |
| $5\times10^{-4}$ | $8.546\times10^{-7}$ | $-2.416\times10^{-4}$ |

Halving the orbital error divides the energy error by 4.000 and the gradient error by 2.000. At the larger amplitude the gradient error is $4.833\times10^{-4}/3.01094=0.016\%$ of the converged derivative. A gradient used in fitting thus needs a tighter density convergence than the energy alone would suggest. After a parameter step, the density must be converged again before the explicit integral is the gradient at the new point.

## Second half: densities, eigenvalues and the adjoint equation

The first half used occupied orbitals $i,j$, virtual orbitals $a,b$, and $P=2\sum_iC_iC_i^T$. Its Kohn–Sham matrix is $F=\partial E/\partial P$, and self-consistency means $F_{ai}=0$. An allowed density-matrix change and its trace with a symmetric matrix $A$ are

$$\delta P=2\sum_{ai}U_{ai}(C_aC_i^T+C_iC_a^T),\qquad
\mathrm{Tr}(A\delta P)=4\sum_{ai}A_{ai}U_{ai}.$$

The energy derivative is $\int e_\theta\,d\mathbf r$ at fixed density. The matrix $G_\theta$ is the derivative of $F$ with respect to $\theta$ at fixed $P$. The basis, grid, nuclei and occupations remain fixed.

### (f) Derive the equation for the density response.

For a self-consistent solution, the energy derivative with respect to a functional parameter is the explicit derivative at fixed density, although its error is in general linear in the orbital error when the density is not fully converged. What remains is to derive the density response and use it for the derivatives of other properties and for the energy curvature.
